# Gaussian-process forces: covariance from the energy kernel and curl-free mean, part 1

(Sections cited here and not found follow in the second part.)

## 1. Covariance of the forces

Fifteen noisy force vectors are taken from a model of polarization reversal in a hafnia cell. One regression treats the two force components as unrelated functions. Integrating its predicted forces from the model's polar minimum to the model's barrier top gives an energy difference of 0.432 eV along a straight path and 0.355 eV along a path with a corner. A second regression receives the same force vectors, the same noise level and the same correlation length, plus one energy that fixes the zero. It gives 0.359 eV along both paths. The second regression places its Gaussian process on the energy and obtains the forces by differentiation. The reason for the agreement lies in the covariance that this construction imposes on the forces.

### Setting and assumptions

Let \(x=(x_1,\ldots,x_D)\) denote all nuclear coordinates of a system, or any smooth set of collective coordinates, in an open set \(\Omega\). The unknown potential energy \(E(x)\) is modelled as a Gaussian process: the energies at any finite set of points have a joint Gaussian distribution. Angle brackets denote its average, and

\[
\langle E(x)\rangle=m(x),\qquad
\langle G(x)G(x')\rangle=k(x,x'),\qquad G=E-m .
\]

The function \(k\) is the energy kernel. The randomness expresses incomplete knowledge of one potential; it is not thermal motion. We write \(\partial_i\) for a derivative with respect to \(x_i\), the first argument of \(k\), and \(\partial'_j\) for one with respect to \(x'_j\), the second argument. The force is \(F_i=-\partial_iE\).

Two levels of smoothness are needed.

**Assumption A.** The mean \(m\) is continuously differentiable. The derivatives \(\partial_ik\), \(\partial'_jk\) and \(\partial_i\partial'_jk\) exist and are continuous on \(\Omega\times\Omega\), including the diagonal \(x=x'\), and the order of the mixed derivative is immaterial.

**Assumption B.** In addition, \(m\), \(k(\cdot,x')\) and \(\partial'_jk(\cdot,x')\) are twice continuously differentiable in their argument \(x\).

Assumption A suffices for the covariances and for zero work round closed loops. Assumption B is used for the pointwise statement about the curl.

### The derivative of a random energy

A derivative is a limit, so the first task is to show that the limit exists. For a step \(h\) along the unit vector \(e_i\), define

\[
D_i^hG(x)=\frac{G(x+he_i)-G(x)}{h}.
\]

**Lemma 1.** Under Assumption A,

\[
\lim_{h,h'\to0}\big\langle D_i^hG(x)\,D_j^{h'}G(x')\big\rangle=\partial_i\partial'_jk(x,x').
\]

*Proof.* Multiplying out the two quotients and averaging each product gives

\[
\begin{aligned}
hh'\big\langle D_i^hG(x)D_j^{h'}G(x')\big\rangle
={}&k(x+he_i,x'+h'e_j)-k(x,x'+h'e_j)\\
&-k(x+he_i,x')+k(x,x').
\end{aligned}
\]

The first two terms are the change of \(k\) when its first argument moves by \(he_i\), with the second argument at \(x'+h'e_j\). The last two terms are minus the same change with the second argument at \(x'\). Writing each change as an integral of \(\partial_ik\), we find

\[
\int_0^h\!ds\,\big[\partial_ik(x+se_i,x'+h'e_j)-\partial_ik(x+se_i,x')\big]
=\int_0^h\!ds\int_0^{h'}\!dt\;\partial_i\partial'_jk(x+se_i,x'+te_j).
\]

Division by \(hh'\) turns the double integral into the average of \(\partial_i\partial'_jk\) over a small rectangle. Since this function is continuous, the average tends to its value at \((x,x')\). \(\square\)

**Lemma 2.** Under Assumption A, \(D_i^hG(x)\) converges in mean square as \(h\to0\). The limits and the energies are jointly Gaussian.

*Proof.* Set \(x'=x\) and \(j=i\) in Lemma 1, and let \(c=\partial_i\partial'_ik(x,x)\). Then

\[
\big\langle(D_i^hG-D_i^{h'}G)^2\big\rangle
=\big\langle(D_i^hG)^2\big\rangle-2\big\langle D_i^hG\,D_i^{h'}G\big\rangle+\big\langle(D_i^{h'}G)^2\big\rangle
\to c-2c+c=0 .
\]

The quotients therefore form a Cauchy sequence in the space of random variables of finite variance. That space is complete, so a limit exists; call it \(D_iG(x)\). Any finite linear combination of energies and difference quotients is a linear combination of energies, hence Gaussian. Its mean and variance converge, and so does its characteristic function, which is fixed by these two numbers. The limit is therefore Gaussian as well. \(\square\)

The force is now defined as \(F_i=-\partial_im-D_iG\). Wherever the individual random energies are differentiable, this is their ordinary negative gradient, because the difference quotients cannot have two different limits.

Without Assumption A the conclusion of Lemma 2 can fail. For the exponential kernel \(\sigma^2e^{-r/\ell}\), with \(r=|x-x'|\), the variance of the difference quotient is

\[
\frac{\sigma^2-2\sigma^2e^{-h/\ell}+\sigma^2}{h^2}
=\frac{2\sigma^2(1-e^{-h/\ell})}{h^2}\simeq\frac{2\sigma^2}{\ell h}\qquad(h\ll\ell),
\]

which diverges as \(h\to0\). With \(\sigma=2\) eV and \(\ell=0.03\) nm it grows from \(2.6\times10^5\) to \(2.7\times10^6\) eV²/nm² when \(h\) falls from \(10^{-3}\) to \(10^{-4}\) nm. Energies with this kernel are continuous in mean square but have no force. For the squared-exponential kernel treated below, the same two steps give 4443 and 4444 eV²/nm², so that variance has settled.

### The covariance theorem

**Theorem 1.** Under Assumption A,

\[
\begin{aligned}
\operatorname{Cov}[F_i(x),F_j(x')]&=\partial_i\partial'_jk(x,x'),\\
\operatorname{Cov}[E(x),F_j(x')]&=-\partial'_jk(x,x'),\\
\operatorname{Cov}[F_i(x),E(x')]&=-\partial_ik(x,x').
\end{aligned}
\]

*Proof.* The mean \(m\) drops out of every covariance, so \(F_i\) may be replaced by \(-D_iG\). Mean-square convergence allows the limit to be taken outside the average of a product: the Cauchy–Schwarz inequality bounds the error by the root-mean-square error of one factor times the root-mean-square size of the other, plus the corresponding term with the roles exchanged. For two forces,

\[
\operatorname{Cov}[F_i(x),F_j(x')]=(-1)(-1)\lim_{h,h'\to0}\langle D_i^hG(x)D_j^{h'}G(x')\rangle
=\partial_i\partial'_jk(x,x')
\]

by Lemma 1. For an energy and a force there is one minus sign:

\[
\operatorname{Cov}[E(x),F_j(x')]
=-\lim_{h'\to0}\frac{k(x,x'+h'e_j)-k(x,x')}{h'}=-\partial'_jk(x,x').
\]

The third line follows in the same way, with the difference taken in the first argument. \(\square\)

The theorem contains the property on which the rest depends. For fixed \(x'\) and \(j\),

\[
\operatorname{Cov}[F_i(x),F_j(x')]=-\partial_i\big[-\partial'_jk(x,x')\big]
=-\partial_i\operatorname{Cov}[E(x),F_j(x')].
\tag{1}
\]

Each column of the force covariance matrix, regarded as a vector field in \(x\), is thus minus the gradient of a scalar function.

### Radial kernels

Many kernels depend on distance alone. Let \(d=x-x'\), \(r=|d|\) and \(k=\kappa(r)\), and define \(g(r)=-\kappa'(r)/r\). Since \(\partial_ir=d_i/r\) and \(\partial'_jr=-d_j/r\),

\[
\partial_ik=-g\,d_i,\qquad \partial'_jk=g\,d_j .
\]

The product rule, with \(\partial'_jd_i=-\delta_{ij}\) and \(\partial'_jg=-g'd_j/r\), gives

\[
\partial'_j(-g\,d_i)=-d_i\,\partial'_jg-g\,\partial'_jd_i
=\frac{g'}{r}d_id_j+g\,\delta_{ij}.
\tag{2}
\]

For the squared-exponential kernel \(k=\sigma^2e^{-r^2/2\ell^2}\) one has \(\kappa'=-r\kappa/\ell^2\). Hence \(g=k/\ell^2\) and \(g'/r=-k/\ell^4\), and

\[
\operatorname{Cov}[F_i(x),F_j(x')]
=k\left(\frac{\delta_{ij}}{\ell^2}-\frac{d_id_j}{\ell^4}\right),\qquad
\operatorname{Cov}[E(x),F_j(x')]=-\frac{d_j}{\ell^2}k .
\tag{3}
\]

At a single point, \(d=0\), different force components are uncorrelated and each has standard deviation \(\sigma/\ell\). The values \(\sigma=2\) eV and \(\ell=0.03\) nm give 66.7 eV/nm.

Atomic units are unnatural for an engineering example, so we use eV and nm. Take two coordinates \((u,v)\) and a separation \(d=(0.02,0.01)\) nm. Then \(r^2=5\times10^{-4}\) nm² and

\[
k=4\,e^{-5\times10^{-4}/(1.8\times10^{-3})}=3.030\ \text{eV}^2,\qquad
\frac{k}{\ell^2}=3366.5,\qquad \frac{k}{\ell^4}=3.7406\times10^6,
\]

in eV²/nm² and eV²/nm⁴ respectively. The force covariances, in eV²/nm², are

\[
\begin{aligned}
uu:&\quad 3366.5-3.7406\times10^6\,(0.02)^2=1870,\\
vv:&\quad 3366.5-3.7406\times10^6\,(0.01)^2=2992,\\
uv:&\quad -3.7406\times10^6\,(0.02)(0.01)=-748 .
\end{aligned}
\]

The covariance of the energy at \(x\) with \(F_u\) at \(x'\) is \(-0.02\times3366.5=-67.3\) eV²/nm. Its sign has a direct meaning. The point \(x\) lies on the positive-\(u\) side of \(x'\), so a positive force at \(x'\) pushes towards \(x\) and suggests a lower energy there.

These numbers can be obtained without differentiating a kernel. Consider random energies

\[
E(x)=\sigma\sqrt2\cos(q\cdot x+\phi),\qquad
F_i(x)=\sigma\sqrt2\,q_i\sin(q\cdot x+\phi),
\]

with a uniform phase \(\phi\) and independent Gaussian components of \(q\), each of mean zero and variance \(1/\ell^2\). In the product of two cosines the phase average removes the term with the summed arguments, and

\[
\langle E(x)E(x')\rangle=\sigma^2\langle\cos(q\cdot d)\rangle=\sigma^2e^{-r^2/2\ell^2}.
\]

These functions are not a Gaussian process, but their second moments are those of the kernel, and the covariance formulas involve second moments alone. Averaging the products of their individually differentiated forces and energies by quadrature reproduces all nine entries of the joint covariance of \((E,F_u,F_v)\) at the two points. The largest discrepancy is \(1.4\times10^{-12}\) in the units of the entry, while the largest entry is about \(3\times10^3\).

### What the off-diagonal term means

Split the force into a component along \(d\) and components perpendicular to it. Equation (3) gives

\[
C_\parallel=\frac{k}{\ell^2}\left(1-\frac{r^2}{\ell^2}\right),\qquad
C_\perp=\frac{k}{\ell^2}.
\]

The longitudinal covariance changes sign at \(r=\ell\). That it must change sign somewhere follows from the energy being a function of position with correlations of finite range. Along a straight line \(C_\parallel=-\kappa''(r)\), and its integral over the whole line is the difference of \(-\kappa'\) at the two ends, which is zero. A force correlated positively with its neighbours at short distance must be correlated negatively farther out, so that it carries no net correlation into the energy difference between two remote points. The transverse covariance has no such constraint. The difference between the two produces the \(uv\) entry when \(d\) is not parallel to an axis.

### Atomic descriptors

An interatomic potential can be written in terms of descriptors \(q(R)\), such as inverse distances, which are unchanged by translation and rotation. Let \(R\) denote the Cartesian coordinates, \(J_{ai}=\partial q_a/\partial R_i\), and \(k(R,R')=\kappa(q(R),q(R'))\).

**Lemma 3.** If the descriptors are continuously differentiable and \(\kappa\) satisfies Assumption A, then

\[
\operatorname{Cov}[F_i(R),F_j(R')]
=\sum_{ab}J_{ai}(R)\,\frac{\partial^2\kappa}{\partial q_a\,\partial q'_b}\,J_{bj}(R').
\]

*Proof.* The chain rule in the second argument gives \(\partial'_jk=\sum_b(\partial\kappa/\partial q'_b)J_{bj}(R')\). The factor \(J_{bj}(R')\) does not depend on \(R\), so \(\partial_i\) acts on \(\partial\kappa/\partial q'_b\) alone and supplies \(\sum_aJ_{ai}(R)\,\partial/\partial q_a\). \(\square\)

No second derivative of a descriptor appears, because the two differentiations act on different configurations. If the energy is a sum of atomic terms drawn from one process, its kernel is a double sum over atoms of the two configurations, and the lemma applies to each term. A descriptor cut off abruptly at some radius violates the hypothesis; the cutoff function must go to zero with a continuous slope.

For two configurations of four atoms, with six inverse distances as descriptors, the formula was compared with double differences of the kernel in all twelve Cartesian coordinates. The largest deviation was \(1.3\times10^{-6}\) of the largest matrix element.

## 2. The predicted force field

We use the following from the first half. The energy \(E(x)\) has prior mean \(m\) and kernel \(k(x,x')\); \(\partial_i\) acts on the first argument and \(\partial'_j\) on the second; \(F_i=-\partial_iE\). The covariances are \(\operatorname{Cov}[F_i,F'_j]=\partial_i\partial'_jk\), \(\operatorname{Cov}[E,F'_j]=-\partial'_jk\) and \(\operatorname{Cov}[F_i,E']=-\partial_ik\). Assumption A states that these derivatives are continuous. Assumption B adds two continuous derivatives in \(x\) for \(m\), \(k\) and \(\partial'_jk\).

### Conditioning on data

Let each datum \(y_a\) be an energy or one force component at a training point \(x_a\), plus Gaussian noise of zero mean that is independent of \(E\). Write \(t_a\) for the noise-free quantity, \(\mu_a\) for its prior mean, \(K_{ab}=\operatorname{Cov}[t_a,t_b]\), and \(S\) for the noise covariance. Assume that \(A=K+S\) is invertible.

**Lemma 4.** Let \(T\) be any energy or force component, with prior mean \(\mu_T\) and \(c_a=\operatorname{Cov}[T,t_a]\). Given the data, its mean is

\[
\hat T=\mu_T+\sum_ac_a\alpha_a,\qquad \alpha=A^{-1}(y-\mu).
\]

*Proof.* Define \(Z=T-\mu_T-c^{\mathsf T}A^{-1}(y-\mu)\), which has mean zero. Its covariance with the data is \(c^{\mathsf T}-c^{\mathsf T}A^{-1}A=0\). By Lemma 2 all these quantities are jointly Gaussian, and uncorrelated jointly Gaussian variables are independent. Knowledge of \(y\) therefore leaves the mean of \(Z\) at zero, which is the stated formula. \(\square\)

The coefficients \(\alpha_a\) depend on the data and the kernel but not on the point at which a prediction is made.

### The mean force is a gradient

**Theorem 2.** Under Assumption A, the predicted mean energy and force satisfy

\[
\hat F_i(x)=-\partial_i\hat E(x),\qquad \oint\hat F\cdot dx=0
\]

for every piecewise smooth closed path in \(\Omega\). Under Assumption B, moreover, \(\partial_l\hat F_i=\partial_i\hat F_l\) at every point.

*Proof.* Let \(c_a(x)=\operatorname{Cov}[E(x),t_a]\). Lemma 4 gives \(\hat E=m+\sum_ac_a\alpha_a\), where

\[
c_a(x)=k(x,x_a)\ \text{for an energy},\qquad
c_a(x)=-\partial'_jk(x,x_a)\ \text{for a force component } j .
\]

The prediction of \(F_i(x)\) uses \(\operatorname{Cov}[F_i(x),t_a]\) in place of \(c_a\). For an energy datum this is \(-\partial_ik(x,x_a)=-\partial_ic_a(x)\). For a force datum it is \(\partial_i\partial'_jk(x,x_a)=-\partial_ic_a(x)\), by equation (1). Both cases have the same form, so

\[
\hat F_i=-\partial_im-\sum_a(\partial_ic_a)\,\alpha_a=-\partial_i\Big(m+\sum_ac_a\alpha_a\Big)=-\partial_i\hat E .
\]

The sum is finite and \(\alpha\) is constant in \(x\), which permits the derivative to be taken outside. Assumption A makes \(\hat E\) continuously differentiable. Along a closed path \(x(t)\), \(0\le t\le1\), the work is

\[
\oint\hat F\cdot dx=-\int_0^1\frac{d}{dt}\hat E(x(t))\,dt=\hat E(x(0))-\hat E(x(1))=0 .
\]

Under Assumption B, \(\hat E\) has continuous second derivatives, whose order can be exchanged: \(\partial_l\hat F_i=-\partial_l\partial_i\hat E=-\partial_i\partial_l\hat E=\partial_i\hat F_l\). \(\square\)

In \(D\) dimensions, curl-free means that the Jacobian \(\partial_l\hat F_i\) is symmetric. This includes the ordinary curl of the force on one atom with the others fixed, and it also relates the forces on different atoms. For the four-atom kernel of the first half, a mean force built from one training configuration had a numerical Jacobian in twelve coordinates that differed from its transpose by at most \(9\times10^{-9}\) of its largest element.

The proof shows where the result can be lost. If the kernel parameters change smoothly with \(x\), then \(\alpha\) depends on \(x\) and \(c_a\) gains a further dependence on \(x\) through the parameters. The gradient \(-\partial_i\hat E\) then acquires extra terms, among them \(-\sum_ac_a\partial_i\alpha_a\), which the covariance formula for \(\hat F_i\) omits. If the selection of training data changes with \(x\), \(\hat E\) can even jump. A non-conservative prior force added by hand would also survive.

With fixed data and kernel parameters, a Gaussian process placed on the energy predicts a mean force that is the negative gradient of the mean energy, so its work round any closed path is zero; under Assumption B it is also curl-free at every point. It remains to compare this with separate regressions of the force components, to test it on a hafnia model, on non-conservative data and with a less smooth kernel, and to find the remaining uncertainty.

All numerical values are calculated from the stated model.
